The Weaire–Thorpe theorem: spectrum and gap of fourfold-coordinated networks, part 2

In Hartree atomic units, N identical atoms form a connected network, each with four orthonormal hybrids |i,j⟩ along a_j = (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1). Every hybrid is bonded to one on another atom. V1 couples different hybrids of an atom, V2 the two of a bond. The bare hybrid energy is zero. How does the network fix the levels E and the gap?

The s orbitals ½Σ_j|i,j⟩ (energy ε_s = 3V1) are the columns of S, P = SSᵀ, and p states (energy ε_p = −V1) have Pψ = 0. T exchanges bonded partners, R = 2P − 1 and H = V1 + 2V1R + V2T.

A_ik counts bonds between atoms i and k. The eigenvalues ε of A lie between −4 and 4. In a finite network 4 occurs once, and −4 exactly when it has no odd ring (bipartite, b = 1; otherwise b = 0). For real u,

Σ_bonds (u_i − u_k)² = uᵀ(4 − A)u,   Σ_bonds (u_i + u_k)² = uᵀ(4 + A)u.   (4)

For finite N and x = E + V1,

det(E − H) = (x² − V2²)^N · det[(x² − V2² − 4V1x) − V1V2A].   (10)

The levels are −V1 ± V2, N times each, and

E±(ε) = V1 ± r(ε),   r(ε) = √(4V1² + V2² + V1V2·ε),   (8)

with eigenvectors (x + V2T)Su, Au = εu, and s weight

w = ½ + (8V1 + V2ε)/[8(E − V1)].   (13)

For |V2| ≠ 2|V1| the flat levels are pure p, respectively bonding and antibonding, some states confined to rings:

multiplicity of −V1 + V2 is N + b,   multiplicity of −V1 − V2 is N + 1.   (14)

No spectrum lies in

V1 − Δ < E < V1 + Δ,   (16)

where Δ = | |V2| − 2|V1| |. For V1V2 > 0 its width is

2Δ = |2V2 − 4V1|.   (17)

With z = x − V1, D = x − V2T, K = (1 − 4V1SᵀD⁻¹S)⁻¹,

Sᵀ(z − H)⁻¹S = K·SᵀD⁻¹S = (x + V2A/4)·[x² − V2² − 4V1x − V1V2A]⁻¹.   (12)

9. The actual gap of a finite network

Define the gap E_g as the distance between the nearest levels above and below V1, with |V2| ≠ 2|V1|. Let V1V2 > 0, so that r(ε) increases with ε from r(−4) = |V2 − 2V1| to r(4) = |V2 + 2V1|. The bonding p level has E − V1 = V2 − 2V1 and sits exactly on one edge of the window (16); it is the nearest level on its side. On the other side the candidates are the branch (8), nearest at distance r(ε_min), with ε_min the lowest eigenvalue of A, and possibly the antibonding p level, at the larger distance r(4). By (10) both V1 ± r(ε_min) are levels. Therefore

E_g = |V2 − 2V1| + √(4V1² + V2² + V1V2·ε_min),   V1V2 > 0.   (18)

The bound (17) is attained if and only if ε_min = −4, that is, if and only if the finite network is bipartite. An odd ring prevents the s amplitudes from alternating in sign across every bond, raises ε_min above −4, and widens the gap of the finite model at fixed V1 and V2. This is a statement about topology alone; in a real tetrahedral solid odd rings come with distorted bonds and angles, which the model does not contain.

For finite networks of growing size, a widening that does not shrink to zero needs a number of like-sign bonds proportional to N, for every assignment of signs to the atoms. Give the atoms amplitudes u_i = ±1 and let F be the number of bonds whose ends have equal signs. Each contributes 4 to the second sum in (4), and uᵀu = N, so the variational principle gives

4 + ε_min ≤ 4F/N.   (19)

If F stays fixed while N grows, ε_min tends to −4. The condition F ∝ N is necessary, not sufficient: on a patch of undisturbed diamond ℓ bonds across, alternating signs under a smooth envelope that vanishes at the edge change u_i + u_k by only about 1/ℓ per bond, so 4 + ε_min is at most of order 1/ℓ², however many odd rings lie elsewhere. For an infinite network the bound (17) can be reached on the dispersive side only if −4 is in the spectrum of A, and being bipartite does not guarantee that. On the tree, use 2|u_p u_c| ≤ t·u_p² + u_c²/t on each bond from a parent p to a child c, with t = 1/√3. An atom with three children and one parent collects 3t + 1/t = 2√3, and the root collects 4t, which is less. So |ε| ≤ 2√3 < 4.

For V1V2 < 0, r decreases with ε, and its least value r(4) = |V2 + 2V1| = Δ belongs to an eigenvalue that is always present. Both V1 ± Δ are levels, and E_g = |2V2 + 4V1| exactly, for every finite network.

10. Which gap is it?

The number of levels below V1 follows by continuity of the eigenvalues of a finite matrix. Let |V2| > 2|V1| and replace V1 by λV1 with λ running from 1 to 0. The half-width |V2| − 2λ|V1| stays positive, so no level crosses the moving centre λV1. At λ = 0, H = V2T has 2N levels at −|V2|, below the centre 0. So 2N levels lie below the gap. Let |V2| < 2|V1| and scale V2 instead. The half-width 2|V1| − λ|V2| stays positive, and at λ = 0 the levels are 3V1 (N times) and −V1 (3N times), at 2V1 and −2V1 from the centre. So N levels lie below for V1 < 0, and 3N for V1 > 0.

Four electrons per atom, two per orbital, fill 2N levels in the independent-electron picture. The protected window separates filled from empty levels only if |V2| > 2|V1|, where it is the bonding–antibonding gap. For |V2| < 2|V1| it is the atomic s–p gap.

Take V1, V2 < 0 from here on. For |V2| > 2|V1| the bonding p level lies below V1 and is the top of the valence band. For |V2| < 2|V1| it has V2 − 2V1 > 0 and is the lowest level above V1; the N levels below and N of its N + b states are filled. If b = 0 it is full and the next level is V1 + r(ε_min); if b = 1 one of its states is empty and the gap at this filling is zero. In both regimes the highest filled level is −V1 + V2, and one formula gives the gap at four electrons per atom:

E_4 = r(ε_min) + 2V1 − V2.   (20)

For |V2| > 2|V1| it coincides with (18). For |V2| < 2|V1| it equals r(ε_min) − |V2 − 2V1|, which is zero for a bipartite network and positive otherwise, with no network-independent lower bound above zero.

11. Harrison scaling

Harrison scaling is the empirical rule that interatomic matrix elements vary as ħ²/(m d²) times a fixed number, d being the bond length; this is the energy that can be formed from ħ, the electron mass and d. It is an assumption added to the model. V1 is an atomic quantity and is held fixed, while V2(d) = V2(d0)·(d0/d)². Uniform stretching brings V2 to 2V1 at

d_c/d0 = √(V2(d0)/2V1).   (21)

At d_c the bound vanishes and the bonding p level −V1 + V2 passes through V1, so the number of levels below V1 drops from 2N to N, in every network. What happens to the model's gap at four electrons per atom depends on the network. In a bipartite network the pure s level 3V1 − V2 descends through the p level, and (20) gives E_4 = 2|V2 − 2V1| for d < d_c and zero for d > d_c. In a finite network with odd rings, (20) is smooth through d_c, where it equals r(ε_min) = |V1|√(8 + 2ε_min) > 0; no two levels cross there and only the guarantee is lost.

12. Why every hybrid needs a partner

Cut one bond, giving H′ = V1 + 2V1R + V2T′, where T′ annihilates the two freed hybrids and T′² ≠ 1. For such a dangling hybrid |a⟩,

‖(H′ − V1)a‖ = ‖2V1Ra‖ = 2|V1|.

Expanding a in eigenstates of H′, the left side squared is a weighted mean of (E − V1)², so at least one level has |E − V1| ≤ 2|V1|. That level is inside the window (16) whenever 2|V1| < |V2| − 2|V1|, that is, for |V2| > 4|V1|. This condition is sufficient; nothing is claimed when it fails.

On a tree the dangling state is found exactly. Put amplitude 1 on the dangling hybrid, λ^n on the hybrid of each n-th generation atom that points back towards it, and zero on all outward hybrids. On a backward hybrid Hψ vanishes, since its three neighbours on the atom and its partner are all outward hybrids; hence E = 0. On an outward hybrid Hψ = V1λ^n + V2λ^{n+1}, which vanishes for λ = −V1/V2. The norm Σ(3λ²)^n is finite for 3V1² < V2². The state lies at the bare hybrid energy.

13. The diamond lattice

With cubic lattice constant 1, an atom of the first sublattice at position ρ has neighbours at ρ + d_j, d_j = a_j/4. Form Bloch sums of each of the eight hybrids of the cell with the phase e^{ik·ρ} taken at the atom's own position. The partner of hybrid j at ρ sits at ρ + d_j, so T(k) has the element e^{ik·d_j} between hybrid j of the first atom and hybrid j of the second. This 8×8 matrix is Hermitian with T(k)² = 1 and trace zero, and SᵀT(k)S = A(k)/4, where A(k) has zero diagonal and off-diagonal elements f and f*, with

f(k) = Σ_j e^{ik·d_j},   ε = ±|f(k)|.

The derivation of (10) used nothing else, so it holds at each k with N = 2: four dispersive bands V1 ± r(±|f|) and two bands at each of −V1 ± V2 for every k. These are flat bands in the literal sense. At Γ, f = 4. At X, k = 2π(1,0,0), the phases are ±π/2, each twice, and f = 2i − 2i = 0. At L, k = π(1,1,1), the phases are 3π/4 once and −π/4 three times; since e^{3iπ/4} = −e^{−iπ/4}, |f| = 2. At Γ the roots for ε = ±4 join the flat levels and make each threefold. For |V2| > 2|V1| and negative couplings the conduction minimum is at ε = −4, the s antibonding level at Γ, and the gap equals the bound. The vanishing width of the p bands is a property of this two-parameter model, as Part 8 noted, and so is the position of the conduction minimum: real diamond and silicon have it away from Γ.

14. Worked example

The parameters are round model values, V1 = −0.10 Ha and V2 = −0.25 Ha, with no material implied; five decimals are kept only so that the formulas can be compared with diagonalisation. Then ε_s = −0.30 Ha, ε_p = 0.10 Ha, 4V1² + V2² = 0.1025 Ha² and V1V2 = 0.0250 Ha². The flat levels are 0.10 − 0.25 = −0.150 Ha and 0.10 + 0.25 = 0.350 Ha; the pure s levels are −0.30 − 0.25 = −0.550 Ha and, for bipartite networks, −0.30 + 0.25 = −0.050 Ha. The bound is |−0.50 + 0.40| = 0.1000 Ha = 2.721 eV, and the window runs from −0.150 to −0.050 Ha.

Five atoms, each bonded to the other four. This network cannot be built with tetrahedral angles, which the theorem does not ask for. A is the all-ones matrix minus the unit matrix, with ε = 4 once and ε = −1 four times; it contains triangles, so b = 0. For ε = −1, r = √(0.1025 − 0.0250) = √0.0775 = 0.27839 Ha, giving −0.37839 and 0.17839 Ha, four times each. By (14) the p levels have multiplicities 5 and 6, and 1 + 4 + 5 + 4 + 6 = 20. The trace of H is zero, and indeed −0.55 + 4(−0.37839 + 0.17839) + 5(−0.15) + 6(0.35) = −0.55 − 0.80 − 0.75 + 2.10 = 0. In (13), 8V1 + V2ε = −0.80 + 0.25 = −0.55 Ha, so w = ½ + 0.55/(8 × 0.27839) = 0.74696 for the lower level and 0.25304 for the upper. Ten levels lie below V1, and (18) gives E_g = 0.05 + 0.27839 = 0.32839 Ha = 8.936 eV, more than three times the bound.

Diamond. A periodic cell of 64 atoms has b = 1 and ε_min = −4. Both p levels are 65-fold, 128 levels lie below the gap, the edges are −0.15000 and −0.05000 Ha, and the gap equals the bound, 0.10000 Ha. At Γ the eight bands are −0.5500, −0.1500 (three), −0.0500 and 0.3500 Ha (three). At X, r = √0.1025 and the dispersive bands are −0.4202 and 0.2202 Ha, each twofold. At L the radicands are 0.1025 ± 0.0500, giving −0.4905 and 0.2905 Ha for ε = 2, and −0.3291 and 0.1291 Ha for ε = −2.

Diamond after eight bond switches. Each switch picks a bond between atoms β and γ and replaces two adjoining bonds αβ and γδ by αγ and βδ, keeping all atoms fourfold. The result is connected and has b = 0, so the multiplicities are 64 and 65. Each switch creates two bonds, so with the original sublattice signs F ≤ 16, and (19) gives ε_min ≤ −3; the computed value is −3.64707. The radicand is 0.1025 − 0.0250 × 3.64707 = 0.011323 Ha², r = 0.10641 Ha, and the upper edge is −0.10 + 0.10641 = 0.00641 Ha. The lower edge stays at −0.15000 Ha, and E_g = 0.15641 Ha = 4.256 eV, for this one realisation of the disorder; thirty other random choices of eight switches give gaps between about 0.15 and 0.18 Ha, and one cell of 1728 atoms with the same density of switches gives about 0.147 Ha. The lowest and highest levels, −0.5500 and 0.3500 Ha, are common to all three networks because ε = 4 is always present.

Inverted case, V2 = −0.15 Ha. The bound is again |−0.30 + 0.40| = 0.1000 Ha, but only N levels lie below V1: 5, 64 and 64. For the five-atom network the radicand is 0.04 + 0.0225 − 0.015 = 0.0475 Ha² and r = 0.21794 Ha, so E_g = 0.05 + 0.21794 = 0.26794 Ha and E_4 = 0.21794 − 0.05 = 0.16794 Ha. Diamond has E_g = 0.10000 Ha and E_4 = 0. The switched network has 0.13828 and 0.03828 Ha. With Harrison scaling from V2(d0) = −0.25 Ha, (21) gives d_c/d0 = √1.25 = 1.118; bisection on the number of levels below V1 finds this value both for the two-atom diamond cell at Γ and for the five-atom network.

Opposite signs, V2 = +0.25 Ha. The switched network has a gap of 0.1000 Ha, equal to |2V2 + 4V1|, whereas |2V2 − 4V1| = 0.9000 Ha. The bound (17) is violated once the condition V1V2 > 0 is dropped.

Cut bond, V2 = −0.50 Ha. Now |V2| > 4|V1| and the window is (−0.400, 0.200) Ha. It is empty for the intact 64-atom cell and holds two levels, at −0.00040 and 0.00015 Ha, after one bond is cut. Part 12 guarantees only one level within 0.20 Ha of V1 and does not place it near zero. The tree solution has E = 0 and λ = −0.10/0.50 = −0.2, so its amplitude falls by a factor of five per bond. The small shifts of the computed levels from zero are not analysed here, and they depend on the cell: cells of 216 to 1000 atoms give about −0.00028 and 0.00010 Ha, so the 64-atom values differ from these by about 0.00012 and 0.00005 Ha.

The numerical check tests (10) exactly on two small networks, with symbolic couplings for the two-atom cell and one pair of integer couplings for the five-atom network; it tests the spectrum, the eigenvectors of Part 4, (12) at one complex energy per case, (13), (14), (16), (18), the gap for opposite signs, the level counts and the inverted-case form of (20) against direct diagonalisation, each for the signs of the couplings to which it applies; and it tests the ring states, the diamond bands, the cut bond and (21). The statements on infinite networks and trees, on perturbed models, and the inequality (19) rest on their derivations alone.

Calculated quantities

```
V1 = -0.10 Ha, V2 = -0.25 Ha, e_s = -0.30 Ha, e_p = 0.10 Ha
4V1^2+V2^2 = 0.1025 Ha^2, V1V2 = 0.0250 Ha^2
flat levels -V1+V2 = -0.150 Ha, -V1-V2 = 0.350 Ha
pure s levels 3V1+V2 = -0.550 Ha, 3V1-V2 = -0.050 Ha
bound |2V2-4V1| = 0.1000 Ha = 2.721 eV
K5: N = 5, b = 0, eps_min = -1.00000
  multiplicity bonding p 5, antibonding p 6, below gap 10
  bottom -0.5500, edges -0.15000 0.17839, top 0.3500 Ha
  gap = 0.32839 Ha = 8.936 eV
diamond64: N = 64, b = 1, eps_min = -4.00000
  multiplicity bonding p 65, antibonding p 65, below gap 128
  bottom -0.5500, edges -0.15000 -0.05000, top 0.3500 Ha
  gap = 0.10000 Ha = 2.721 eV
switched64: N = 64, b = 0, eps_min = -3.64707
  multiplicity bonding p 64, antibonding p 65, below gap 128
  bottom -0.5500, edges -0.15000 0.00641, top 0.3500 Ha
  gap = 0.15641 Ha = 4.256 eV
K5 level -0.55000 Ha, multiplicity 1, s weight 1.00000
K5 level -0.37839 Ha, multiplicity 4, s weight 0.74696
K5 level -0.15000 Ha, multiplicity 5, s weight 0.00000
K5 level 0.17839 Ha, multiplicity 4, s weight 0.25304
K5 level 0.35000 Ha, multiplicity 6, s weight 0.00000
Gamma: |eps| = 4.000, E/Ha = -0.5500 -0.1500 -0.1500 -0.1500 -0.0500 0.3500 0.3500 0.3500
X: |eps| = 0.000, E/Ha = -0.4202 -0.4202 -0.1500 -0.1500 0.2202 0.2202 0.3500 0.3500
L: |eps| = 2.000, E/Ha = -0.4905 -0.3291 -0.1500 -0.1500 0.1291 0.2905 0.3500 0.3500
inverted case V2 = -0.15 Ha, bound = 0.1000 Ha
  K5: gap 0.26794 Ha, below 5, half-filling gap 0.16794 Ha
  diamond64: gap 0.10000 Ha, below 64, half-filling gap 0.00000 Ha
  switched64: gap 0.13828 Ha, below 64, half-filling gap 0.03828 Ha
opposite signs V2 = 0.25 Ha: gap switched64 = 0.1000 Ha
  |2V2-4V1| = 0.9000 Ha, |2V2+4V1| = 0.1000 Ha
cut bond, V2 = -0.50 Ha: window (-0.400, 0.200) Ha
  gap levels/Ha: -0.00040 0.00015
critical d/d0 by bisection, dimer cell: 1.118034
critical d/d0 by bisection, K5: 1.118034
critical d/d0 = sqrt(V2/2V1) = 1.118034
```
